# One phase inversion in the four-electron ring of sigma-bond metathesis, part 1

(Sections cited here and not found follow in the second part.)

## First half: the sign and the ring energies

**Q:** You say that a metal d orbital can put a phase inversion into the ring through which sigma-bond metathesis passes, and that this changes the energy. But the sign of an orbital is a convention. How can a convention change an energy?

**A:** The sign of one orbital cannot. The sign of a product of couplings around a closed ring can. Let us first fix the ring. The reaction is

\[
\mathrm{M{-}R}+\mathrm{H{-}R'}\longrightarrow \mathrm{M{-}R'}+\mathrm{H{-}R}.
\]

Halfway through it, each of the four centres M, R, H, R' has two neighbours, in that cyclic order. I give each centre one real orbital, \(\chi_M,\chi_R,\chi_H,\chi_{R'}\), and write \(h_{ij}=\langle\chi_i|\hat h|\chi_j\rangle\) for the coupling produced by an effective one-electron Hamiltonian \(\hat h\). Consider

\[
P=h_{MR}\,h_{RH}\,h_{HR'}\,h_{R'M}.
\]

If I replace \(\chi_H\) by \(-\chi_H\), both \(h_{RH}\) and \(h_{HR'}\) change sign, and \(P\) does not. Every orbital appears twice in \(P\), so the same holds for each of them. The sign \(s=P/|P|\) therefore belongs to the ring and not to my choice of basis.

**Q:** Then what do you mean by "one inversion", if I can move the minus signs about?

**A:** I mean \(s=-1\). Let \(\beta<0\) denote a bonding coupling. Starting from \(\chi_M\), I choose the sign of \(\chi_R\) so that \(h_{MR}\) is negative, then that of \(\chi_H\) so that \(h_{RH}\) is negative, then that of \(\chi_{R'}\) so that \(h_{HR'}\) is negative. No freedom is left. If all magnitudes are equal, the last coupling is \(s\beta\), because the product must be \(s\beta^4\). With \(s=+1\) all four couplings can be made bonding at once; I call this the plain ring. With \(s=-1\) one mismatch remains. It can be moved to another side of the ring but not removed; I call this the inverted ring.

**Q:** Why should a d orbital give \(s=-1\)? You could be assuming what you want.

**A:** It depends on which d orbital takes part. Put M at the origin and H on the \(x\) axis, with R and R' in the \(xy\) plane at angles \(+\phi\) and \(-\phi\) from that axis. Take R and R' to be equivalent, so that the reflection \(y\to-y\) leaves \(\hat h\) and \(\chi_H\) unchanged and turns \(\chi_R\) into \(\chi_{R'}\). The metal orbital \(d_{xy}\), proportional to \(xy\), changes sign under this reflection. Applying the reflection to the whole matrix element, which cannot alter its value, gives

\[
h_{MR'}=-h_{MR},\qquad h_{HR'}=h_{HR}.
\]

Hence

\[
P=h_{MR}\,h_{RH}\,h_{RH}\,(-h_{MR})=-h_{MR}^2h_{RH}^2<0 .
\]

This uses the symmetry of the ring and no particular shape for the ligand orbitals. An even metal orbital, such as \(d_{x^2-y^2}\) or an s orbital, gives \(h_{MR'}=+h_{MR}\) and therefore \(P>0\), provided the couplings do not vanish. So the phrase "a d orbital" is too loose. The orbital must be odd under reflection in the M···H line. A metal p orbital along \(y\) would also meet this condition.

**Q:** Can I see the sign in an actual overlap, without the symmetry argument?

**A:** Yes. Let \(u\) be the coordinate along the line from M to R, and \(v\) the in-plane coordinate perpendicular to it:

\[
x=u\cos\phi-v\sin\phi,\qquad y=u\sin\phi+v\cos\phi .
\]

Multiplying out,

\[
\begin{aligned}
xy&=(u^2-v^2)\sin\phi\cos\phi+uv(\cos^2\phi-\sin^2\phi)\\
&=\tfrac12(u^2-v^2)\sin2\phi+uv\cos2\phi .
\end{aligned}
\]

If the ligand function is symmetric about the line M–R, it is even in \(v\), and the \(uv\) term integrates to zero. The remaining integral, over \(u^2-v^2\), does not depend on \(\phi\) when the distance is fixed. The overlap is thus proportional to \(\sin2\phi\). It has opposite signs at \(\pm\phi\) and vanishes at H, where \(\phi=0\).

For \(d_{x^2-y^2}\) the same substitution gives

\[
x^2-y^2=(u^2-v^2)\cos2\phi-2uv\sin2\phi ,
\]

so the overlap varies as \(\cos2\phi\), which is the same at \(\pm\phi\). Three-dimensional quadrature with Gaussian functions bears this out. At \(\phi=\pm40^\circ\) the \(d_{xy}\) overlap is \(\pm0.985\) of its value at \(45^\circ\). The \(d_{x^2-y^2}\) overlap is \(+0.174\) of its on-axis value at both angles. To carry these signs over to the couplings one takes coupling proportional to overlap, with a negative factor; the reflection argument did not need that assumption.

**Q:** I accept the sign. Before you compute an energy, tell me which energy.

**A:** I use the Hückel model. The four orbitals are orthonormal and have the same site energy \(\alpha\). Only neighbours in the ring are coupled. The electrons do not repel one another explicitly, so the total energy is the sum of the occupied orbital energies. There are four electrons, two from each old bond, and the metal contributes no further d electrons. I define

\[
E=\sum_i n_i\varepsilon_i-4\alpha ,
\]

where \(n_i\) is the occupation of the orbital with energy \(\varepsilon_i\). This is the total bonding energy relative to four electrons on uncoupled sites. It is negative for a bound system. Since \(\beta\) is negative too, a larger positive multiple of \(\beta\) means stronger bonding.

**Q:** Do not start with equal couplings. I want to know what happens before and after the midpoint.

**A:** Let the two old bonds, M–R and H–R', have coupling magnitude \(a\), and the two new ones, R–H and R'–M, magnitude \(b\). Both are non-negative. M and H are coupled only to R and R', so I collect the amplitudes on M and H in a vector \(\mathbf u\) and those on R and R' in a vector \(\mathbf v\). With \(e=\varepsilon-\alpha\), the orbital equations are

\[
-B\mathbf v=e\,\mathbf u,\qquad -B^{T}\mathbf u=e\,\mathbf v,\qquad
B=\begin{pmatrix}a&sb\\ b&a\end{pmatrix}.
\]

The first row of \(B\) holds the couplings of M to R and R', the second those of H. The minus signs express that bonding couplings are negative. I multiply the second equation by \(-B\) and use the first on its right-hand side:

\[
BB^{T}\mathbf u=-e\,B\mathbf v=e^2\mathbf u .
\]

So \(e^2\) is an eigenvalue of

\[
BB^T=\begin{pmatrix}a^2+b^2&ab(1+s)\\ ab(1+s)&a^2+b^2\end{pmatrix}.
\]

The off-diagonal element is the product of the two rows, \(ab+sba\). A symmetric \(2\times2\) matrix with equal diagonal elements has eigenvalues equal to the diagonal element plus or minus the off-diagonal one:

\[
e^2=a^2+b^2\pm ab(1+s).
\]

If \((\mathbf u,\mathbf v)\) solves the equations with energy \(e\), then \((\mathbf u,-\mathbf v)\) solves them with energy \(-e\). The levels therefore come in pairs \(\pm e\).

**Q:** Now put in the two signs, and fill the levels.

**A:** For \(s=+1\) the values of \(e^2\) are \((a+b)^2\) and \((a-b)^2\). The two lowest levels are \(-(a+b)\) and \(-|a-b|\), each holding two electrons:

\[
E_{\rm plain}=-2\left(a+b+|a-b|\right)=-4\max(a,b).
\]

The last step holds because \(a+b+|a-b|\) equals \(2a\) when \(a\ge b\) and \(2b\) when \(b\ge a\).

For \(s=-1\) the off-diagonal element vanishes, and \(e^2=a^2+b^2\) occurs twice. Both lower levels lie at \(-\sqrt{a^2+b^2}\), so

\[
E_{\rm inv}=-4\sqrt{a^2+b^2}.
\]

In the symmetric ring \(a=b=|\beta|\), and since \(-|\beta|=\beta\),

\[
E_{\rm plain}=4\beta,\qquad E_{\rm inv}=4\sqrt2\,\beta\approx5.657\,\beta .
\]

At equal \(|\beta|\), the inverted ring is lower by \(4(\sqrt2-1)|\beta|\approx1.657|\beta|\).

The general formulas were tested against direct diagonalization for \((a,b)=(1,0)\), \((1,0.3)\), \((0.8,0.8)\) and \((0.4,1.7)\), and they agree. I also tested all sixteen ways of giving signs to four couplings of unit magnitude. The energy is \(-4\) whenever the product is positive and \(-4\sqrt2\) whenever it is negative, as the argument about \(P\) requires.

**Q:** The algebra gives a square root of two, but I see no chemistry in it. An antibonding mismatch ought to weaken the ring.

**A:** It would, if the lowest orbital were the only one filled. That orbital lies at \(2\beta\) in the plain ring and at \(\sqrt2\beta\) in the inverted ring, so it is indeed weakened. The gain comes from the second electron pair. Consider the combinations

\[
\chi_\pm=\frac{\chi_R\pm\chi_{R'}}{\sqrt2}.
\]

In the inverted symmetric ring, M has couplings \(\beta\) and \(-\beta\) to R and R', once the signs are placed as the reflection suggests. It is coupled to \(\chi_-\) by \((\beta+\beta)/\sqrt2=\sqrt2\beta\), and to \(\chi_+\) by zero. H has couplings \(\beta\) and \(\beta\), so it is coupled to \(\chi_+\) by \(\sqrt2\beta\) and to \(\chi_-\) by zero. The ring falls apart into two independent three-centre bonds. Each holds two electrons at \(\sqrt2\beta\), and together they give \(4\sqrt2\beta\).

In the plain ring M and H both use \(\chi_+\), and nothing uses \(\chi_-\). The combination \((\chi_M+\chi_H)/\sqrt2\) is coupled to \(\chi_+\) by \(2\beta\), which gives one strong bonding orbital. The other two electrons are left in nonbonding levels. One pair then contributes \(4\beta\) and the other contributes nothing. The inversion removes the competition of M and H for the same ligand combination.

**Q:** In the plain ring you have two nonbonding levels and two electrons for them. Which level do you fill?

**A:** At \(a=b\) the model does not say. Both levels have \(e=0\), so every distribution of the two electrons gives the same \(E\). Electron repulsion, which is absent here, would decide between spin states. What the model does give is the behaviour near this point. Keep \(a+b\) fixed by setting \(a=|\beta|+\delta\) and \(b=|\beta|-\delta\), with \(|\delta|<|\beta|\). Then

\[
E_{\rm plain}=-4\left(|\beta|+|\delta|\right),\qquad
E_{\rm inv}=-4\sqrt2\sqrt{\beta^2+\delta^2},
\]

where the second result uses \(a^2+b^2=2\beta^2+2\delta^2\). The plain energy has a cusp at \(\delta=0\), and the inverted energy is smooth.

**Q:** What causes the cusp?

**A:** A level crossing. In the plain ring the orbital

\[
\tfrac12\left(\chi_M+\chi_R-\chi_H-\chi_{R'}\right)
\]

has energy \(e=-(a-b)\). It is in phase across both old bonds and out of phase across both new ones. While \(a>b\) it is bonding and occupied. Past the midpoint it is antibonding, and its electrons must move to another orbital if the system is to stay in its ground state. The gap between the second and third levels is

\[
\Delta_{\rm plain}=2|a-b|,\qquad \Delta_{\rm inv}=2\sqrt{a^2+b^2}.
\]

The first closes at \(a=b\). The second stays open as long as one coupling is nonzero. In this one-electron sense, and for equal site energies, the exchange is forbidden in the plain ring and allowed in the inverted one. With unequal site energies the crossing in the plain ring can become an avoided one.

**Q:** Would the inversion help for any number of electrons?

**A:** No. In the symmetric plain ring the levels are \(2\beta,0,0,-2\beta\); in the inverted ring they are \(\sqrt2\beta,\sqrt2\beta,-\sqrt2\beta,-\sqrt2\beta\). With two electrons the energies are \(4\beta\) and \(2\sqrt2\beta\), so the plain ring is lower. With six electrons the plain ring still has \(4\beta\), because the added pair is nonbonding. The inverted ring has \(2(\sqrt2+\sqrt2-\sqrt2)\beta=2\sqrt2\beta\), and the plain ring is again lower. Among these even counts only four electrons favour the inversion. With three or five electrons the plain ring has \(4\beta\) and the inverted one \(3\sqrt2\beta\approx4.243\beta\), so a small advantage remains. It is largest at four electrons, which is why I required a metal that brings no extra d electrons into the ring.

## Second half: barriers and the limits of the model

The ring M–R–H–R' holds four electrons. Its old bonds have coupling magnitude \(a\) and its new bonds \(b\). The plain ring has \(E_{\rm plain}=-4\max(a,b)\). The inverted ring, whose metal orbital is odd under reflection in the M···H line, has \(E_{\rm inv}=-4\sqrt{a^2+b^2}\). At \(a=b=|\beta|\) these are \(4\beta\) and \(4\sqrt2\beta\), with \(\beta<0\). The combinations \(\chi_\pm=(\chi_R\pm\chi_{R'})/\sqrt2\) are used again below.

**Q:** If the inverted ring is bound by \(4\sqrt2\beta\), and two separate bonds by \(4\beta\), the ring should be more stable than the reactants. Yet the reaction has a barrier.

**A:** You have used the same \(\beta\) for both. Bonds in the transition structure are stretched, and their couplings are smaller. Let \(\beta_0\) be the coupling in a reactant bond. Each bond holds two electrons at \(\beta_0\), so the two reactant bonds have energy \(4\beta_0=-4|\beta_0|\). Let the symmetric ring retain a fraction \(x\) of this coupling, \(|\beta|=x|\beta_0|\); the letter \(x\) no longer denotes a coordinate. Subtracting the reactant energy from the ring energy gives

\[
\begin{aligned}
\Delta E_{\rm plain}&=-4x|\beta_0|+4|\beta_0|=4|\beta_0|(1-x),\\
\Delta E_{\rm inv}&=-4\sqrt2\,x|\beta_0|+4|\beta_0|=4|\beta_0|(1-\sqrt2\,x).
\end{aligned}
\]

The inverted ring lies above the reactants when \(x<1/\sqrt2\approx0.707\). For larger \(x\) the model places it below them, and it is then no barrier. The phase inversion therefore lowers the ring at a given \(x\), but it does not by itself make the barrier small.

**Q:** You call this a barrier, but you have computed one point. Is the symmetric ring really the highest point of the path?

For four electrons and equal coupling strengths, the inverted symmetric ring lies lower than the plain one, but its energy relative to the reactants depends on the retained fraction \(x\). It remains to ask whether this ring is the highest point of the path, and how the barriers change when the model's simplifications are relaxed.
